\section*{Undercoordinated cations do not by themselves count oxygen vacancies}

\section{The argument under review}

Suppose a manuscript on amorphous SnO$_2$ argues as follows. In the crystal each Sn atom has six oxygen neighbours and each O atom has three Sn neighbours. The authors' amorphous structure contains many Sn atoms with five neighbours. Removing one oxygen breaks three bonds, so they divide the number of missing Sn bonds by three, call the result the number of oxygen vacancies, and assign two electrons to each.

The first step is sound in the crystal. My question is whether it survives disorder: does a missing cation bond still imply a missing oxygen, and does the count depend on how a bond is defined?

\section{Counting the bonds from both ends}

Consider an oxide MO$_x$ with $N_M$ cations and $N_O$ oxygens. Let $z_M$ and $z_O$ be the cation and oxygen coordination in the fully bonded reference. Since every reference bond has one end of each kind, $z_M=xz_O$. For SnO$_2$, $x=2$, $z_M=6$ and $z_O=3$.

A bond is a cation--oxygen pair no farther apart than a cutoff $r_c$. Let $n_i$ be the coordination of cation $i$ and $m_j$ that of oxygen $j$. The manuscript's count is
\begin{equation}
N_{\rm app}(r_c)=\frac1{z_O}\sum_i \max(z_M-n_i,0),
\end{equation}
whereas the net oxygen deficiency is fixed by composition:
\begin{equation}
N_V=xN_M-N_O .
\end{equation}
To relate them, split each deficit into its positive and negative parts,
\begin{equation}
z_M-n_i=\max(z_M-n_i,0)-\max(n_i-z_M,0),
\end{equation}
and sum over cations:
\begin{equation}
z_ON_{\rm app}=\sum_i(z_M-n_i)+\sum_i\max(n_i-z_M,0).
\end{equation}
Each bond is counted once from either end, so $\sum_i n_i=\sum_j m_j$. Using this and $z_M=xz_O$,
\begin{align}
\sum_i(z_M-n_i)&=xz_ON_M-\sum_jm_j\nonumber\\
&=z_O(xN_M-N_O)+z_ON_O-\sum_jm_j\nonumber\\
&=z_ON_V+\sum_j(z_O-m_j).
\end{align}
Division by $z_O$ gives
\begin{equation}
N_{\rm app}=N_V+\frac1{z_O}\sum_j(z_O-m_j)
+\frac1{z_O}\sum_i\max(n_i-z_M,0).
\label{eq:ledger}
\end{equation}

The last two terms are what the argument omits. Oxygens that are present but bonded to fewer than $z_O$ cations raise the count. So do overcoordinated cations, which hold bonds that other cations lack. The argument is valid when these terms cancel or vanish, as they do in a crystal whose remaining oxygens are all threefold and whose cations are never more than sixfold.

Equation (\ref{eq:ledger}) is not a structural method for finding $N_V$. Summing all its terms merely returns the composition that was put in.

\section{The role of the cutoff}

Order the oxygen distances from cation $i$ as $d_{i1}\le d_{i2}\le\cdots$. If the cation has $n_i<z_M$ bonds, then $d_{ik}>r_c$ for $k=n_i+1,\ldots,z_M$, which is $z_M-n_i$ distances. If $n_i\ge z_M$, there are none. Hence $\max(z_M-n_i,0)$ is the number of the $z_M$ nearest distances that exceed $r_c$. There are $z_MN_M$ such distances in all; call the fraction beyond the cutoff $S(r_c)$. Then
\begin{equation}
N_{\rm app}=\frac{z_MN_M}{z_O}S(r_c)=xN_M\,S(r_c).
\label{eq:survival}
\end{equation}
The apparent vacancy fraction per reference oxygen site is thus a property of a distance distribution. It cannot rise with $r_c$, and it is constant across an interval that contains none of these distances. An empty gap between the first and second neighbour shells therefore gives a plateau. If the distances fill the gap, the result depends on the chosen cutoff.

\section{A stoichiometric network}

I examined three periodic model networks, each with 48 Sn and 96 O atoms, so $N_V=0$. The volume per formula unit is 40~\AA$^3$. With charges $q$ on Sn and $-q/2$ on O, the pair energy in atomic units is
\begin{equation}
u_{ij}=q_iq_jv(r)+B_{ij}e^{(r_0-r)/\lambda},
\end{equation}
where $B_{ij}=B$ for Sn--O pairs and zero otherwise, and $v$ is a damped Coulomb interaction shifted so that its energy and force vanish at range $R$:
\begin{align}
v(r)&=\frac{{\rm erfc}(\alpha r)}r-\frac{{\rm erfc}(\alpha R)}R+f_R(r-R),\\
f_R&=\frac{{\rm erfc}(\alpha R)}{R^2}
+\frac{2\alpha}{\sqrt\pi}\frac{e^{-\alpha^2R^2}}R .
\end{align}
I took $q=2.4$, $r_0=2.05$~\AA, $\lambda=0.3$~\AA, $\alpha=0.2$~\AA$^{-1}$ and $R=6.1$~\AA. Zero pressure in a rutile cell of rough SnO$_2$ dimensions gives $B=1.15$~eV. This truncated Coulomb sum is not converged. A full Ewald sum gives $B=1.19$~eV, and relaxing three networks of this kind again with it lowered the apparent vacancy fraction by about 1.2 percentage points at a cutoff of 2.4~\AA\ and 1.4 points at 2.8~\AA, without removing it. The percentages below carry an uncertainty of that size. The networks were cooled from 4000~K to 300~K and then relaxed.

The same forces provide a crystal control. After relaxation its six nearest Sn--O distances lie between 2.053 and 2.057~\AA. At cutoffs of 2.4, 2.8 and 3.2~\AA\ the intact crystal gives $N_{\rm app}=0$, and removing three oxygens without further relaxation gives 3. Here the manuscript's method works.

The three glasses together contain 144 Sn and 288 O atoms. Their totals are as follows; ``O part'' and ``Sn part'' are the last two terms of Eq.~(\ref{eq:ledger}).

\begin{center}
\begin{tabular}{ccccc}
$r_c$ (\AA) & mean $n_i$ & O part & Sn part & $N_{\rm app}$\\
2.2 & 5.24 & 36.67 & 0.67 & 37.33\\
2.4 & 5.80 & 9.67 & 6.00 & 15.67\\
2.8 & 6.00 & 0.00 & 10.67 & 10.67\\
3.2 & 6.33 & $-16.00$ & 24.33 & 8.33
\end{tabular}
\end{center}

No oxygen is missing in any row. At 2.4~\AA, 47 Sn atoms are undercoordinated and lack 47 bonds in total, so $N_{\rm app}=47/3=15.67$, or $15.67/288=5.4\%$ of the oxygen sites. At 2.8~\AA\ the figure is $32/3=10.67$, or 3.7\%.

The 2.8~\AA\ row deserves attention because the mean Sn coordination is 6.00, the crystal value. The apparent vacancies come entirely from the Sn part: 32 bonds missing on some cations are balanced by 32 extra bonds on others. A correct average coordination does not remove the false count.

Nor does placing the cutoff at the first minimum of the Sn--O radial distribution function $g(r)$. With bins 0.1~\AA\ wide the lowest bin is centred at 2.65~\AA, where $g=0.09$ and the apparent fraction is still 4.1\%. That bin holds only six pairs and the next one seven, so the position of the minimum is uncertain, but the fraction is still 3.7\% at 2.8~\AA. The total for the three networks vanishes only when $r_c$ reaches 3.71~\AA. In the rutile cell used here, with $a=4.74$~\AA\ and oxygen parameter 0.306, the second oxygen shell begins at
\begin{equation}
a\sqrt{0.306^2+0.694^2}\simeq3.6~\text{\AA}.
\end{equation}
A cutoff long enough to abolish the false vacancies in all three networks would therefore count second neighbours of the crystal as bonded.

\section{When oxygen really is missing}

The converse inference also needs care. Remove one oxygen and hold the other atoms fixed. Each of its cation neighbours loses one bond. If that cation had $n_i\le z_M$, its deficit rises by one and $N_{\rm app}$ rises by $1/z_O$; if it had $n_i>z_M$, its deficit stays zero. A real vacancy therefore adds less than one to the count when the oxygen had fewer than $z_O$ neighbours with $n_i\le z_M$.

I removed four oxygens from each glass, 12 in all. With the other atoms fixed, $N_{\rm app}$ rose by 10.00, 10.00 and 8.00 at cutoffs of 2.4, 2.8 and 3.2~\AA. After relaxation the rises were 5.67, 7.00 and 4.67. These figures come from one random choice of oxygens; other choices and networks shift them by one or two. The net rise thus falls short of the 12 missing oxygens by 2 to 4 before any atom moves, and rearrangement hides a further 3.0 to 4.3, depending on the cutoff. In all, about half go uncounted, while the intact glass already contributes a background of 15.67 at 2.4~\AA. The rigid ions carry no released electrons, so this relaxation represents ionised vacancies; neutral ones may relax differently.

\section{Where the electrons come from}

The manuscript's last step assigns electrons to missing bonds. Take a one-electron model with one $s$ orbital per Sn and three $2p$ orbitals per O, all orthonormal:
\begin{equation}
H=\begin{pmatrix}A&T\\T^\dagger&C\end{pmatrix}.
\end{equation}
Here $A$ acts among Sn orbitals, $C$ among O orbitals, and $T$ couples them. Let $a$ be the lowest eigenvalue of $A$ and $b$ the highest of $C$, and assume $a>b$.

By the min--max principle, the $k$th highest eigenvalue of $H$ is the largest value, over all $k$-dimensional subspaces, of the minimum of $\langle\psi|H|\psi\rangle$ for normalised $\psi$. Choosing the $N_M$-dimensional Sn subspace shows that at least $N_M$ levels lie at or above $a$. The corresponding argument from below, with the O subspace, puts at least $3N_O$ levels at or below $b$. Since there are $N_M+3N_O$ levels in total, both numbers are exact, whatever the coupling $T$ and hence whatever the Sn--O coordination.

Each neutral Sn supplies four valence electrons and each O four $2p$ electrons. The lower levels hold $6N_O$ electrons, counting spin. The excess is
\begin{equation}
4N_M+4N_O-6N_O=2(2N_M-N_O)=2N_V .
\end{equation}
Undercoordination may shift levels within the bands or towards the gap, but under the condition $a>b$ it supplies no excess electron.

For the glasses I used on-site energies of 6 and 0~eV and distance-dependent couplings with prefactors $V_{sp}=2.0$, $V_{ss}=-0.3$, $V_{pp\sigma}=0.4$ and $V_{pp\pi}=-0.1$~eV. The smallest $a-b$ is 2.74~eV and the smallest gap 3.28~eV. The intact networks have no excess electrons; with 12 oxygens removed and the other atoms fixed, they have 24. The depth of a real vacancy level is a separate question, which this count does not settle.

The condition $a>b$ can fail. If two oxygens approach closely enough to form a peroxide, their antibonding $p$ level may rise above the lowest Sn level. One level is then lost from the lower group, and its two electrons move to Sn states although $N_V=0$. Failure of $a>b$ permits this transfer but does not force it, because $T$ pushes the Sn-derived levels above $a$. With the couplings used here, a pair pressed to 1.5~\AA\ has its level near 2.9~eV, still filled and below the lowest Sn-derived level near 4.5~eV; it is still filled at 1.3~\AA\ and has emptied at 1.1~\AA. This model therefore does not describe a real peroxide quantitatively. Composition likewise cannot exclude a vacancy paired with excess oxygen elsewhere. The shortest O--O distance in these glasses is 2.21~\AA, well above the roughly 1.5~\AA\ of a peroxide. It is nevertheless short for an oxide. The model has no separate short-range O--O repulsion; whether that is the cause was not tested.

\section{Bearing on real films}

The model density, 6.26~g/cm$^3$, is about 10\% below that of the rutile cell; it is a plausible choice, not a fit to a film. At 2.4~\AA\ the false count corresponds to $2.7\times10^{21}$~cm$^{-3}$, and the manuscript's rule would predict twice that density of electrons, $5.4\times10^{21}$~cm$^{-3}$. Strongly conducting SnO$_2$ films have very roughly $10^{20}$~cm$^{-3}$. If vacancies alone supplied those carriers, two each, their density would be $5\times10^{19}$~cm$^{-3}$. With two oxygen sites per 40~\AA$^3$, or $5\times10^{22}$~cm$^{-3}$, that is 0.1\% of the sites, far below the false background of several per cent.

Some neglected effects can be sized with the same model. Classical motion at 300~K raises the apparent fraction at 2.4~\AA\ from 5.4\% to 7.1\%, but at 2.8~\AA\ it stays near 3.6\%. Relaxing the same networks at 5\% smaller volume gives 4.4\% at 2.4~\AA. The standard deviation between the three samples is 0.9 percentage points, but it is not the yardstick for this change, because the same networks are compared before and after compression. In three further networks prepared in the same way, compression lowered the fraction at 2.4~\AA\ in every case, by 0.7 to 1.7 points. Those networks were under a static tension of 2 to 4~GPa at 40~\AA$^3$ and of about 0.5 to 1~GPa after compression, so part of the background depends on the imposed volume. Relaxing directly from the melt gives 5.7\%, a difference not resolved from the scatter between samples. Both routes are vastly faster than film growth: the slower one cools at $1.5\times10^{15}$~K/s. How far slow growth would lower the count is therefore unknown from these data. Polarisation, directional bonding, Sn(II) and a separate O--O repulsion are also absent. Their effects on the background were not computed, so the percentages belong to this force model and these three small networks and are not estimates for a real film.

Changing the Sn charge to 2.0 and relaxing the same networks again leaves the fractions unchanged, but this is no evidence of robustness. The zero-pressure condition makes $B$ proportional to $q^2$, as are all the Coulomb terms. The whole energy is multiplied by one factor, and its minima stay where they were. Cooling or motion at fixed temperatures would still depend on that factor.

\section{What the manuscript needs}

The claim of oxygen deficiency should rest on the oxygen-to-metal ratio, with hydrogen and other impurities included in the charge balance. For the carrier density above, that ratio would have to be known to better than 0.1\%. In a simulated structure the composition is known, so the authors should state it, search for peroxides, and compute the electronic occupation. The coordination statistics can stay as a description of disorder, provided they are shown over a range of cutoffs. The numerical output gives the intermediate cutoffs for the present networks.

\section*{Calculated quantities}
\begin{verbatim}
Networks: 3; each 48 Sn + 96 O atoms
Glass box edge: 12.429 angstrom; density 6.26 g/cm3
Rutile input: a=4.74, c=3.19 angstrom; u=0.306
Partial charges: Sn +2.4 e, O -1.2 e
Repulsion at 2.05 angstrom: 1.1496 eV; decay 0.3 angstrom
Coulomb damping 0.2 1/angstrom; force range 6.1 angstrom
Melt 4000 K; final 300 K; cooling 1.54e+15 K/s
Largest residual force: 0.0246 eV/angstrom
Shortest O-O distance in glasses: 2.209 angstrom
Crystal six-nearest range: 2.053 to 2.057 angstrom
Crystal cutoff 2.4 angstrom: apparent vacancies intact 0, 3 O removed 3
Crystal cutoff 2.8 angstrom: apparent vacancies intact 0, 3 O removed 3
Crystal cutoff 3.2 angstrom: apparent vacancies intact 0, 3 O removed 3
Glass totals: 144 Sn, 288 O, missing O 0
Glass table: cutoff(angstrom), mean Sn coordination, under-6 Sn,
  O-deficit part, Sn-excess part, apparent vacancies, percent of O sites
  2.2   5.236    92    36.67    0.67    37.33   12.96
  2.3   5.646    60    17.00    4.33    21.33    7.41
  2.4   5.799    47     9.67    6.00    15.67    5.44
  2.6   5.910    37     4.33    8.00    12.33    4.28
  2.8   6.000    32     0.00   10.67    10.67    3.70
  3.0   6.153    28    -7.33   16.67     9.33    3.24
  3.2   6.333    25   -16.00   24.33     8.33    2.89
Apparent density at 2.4 angstrom: 2.720e+21 cm^-3
Apparent density at 2.8 angstrom: 1.852e+21 cm^-3
Apparent density at 3.2 angstrom: 1.447e+21 cm^-3
Six-nearest distance, 90% and 99% quantiles: 2.238, 3.526 angstrom
Apparent count becomes zero at: 3.709 angstrom
Sn-O g(r) peak bin centre: 2.05 angstrom
Sn-O g(r) minimum: 0.0944 at 2.65 angstrom
Apparent fraction at that minimum: 4.05 percent
O removed from all glasses: 12
Change in apparent count at 2.4 angstrom: unrelaxed 10.00, relaxed 5.67
Change in apparent count at 2.8 angstrom: unrelaxed 10.00, relaxed 7.00
Change in apparent count at 3.2 angstrom: unrelaxed 8.00, relaxed 4.67
Electron model: E_s=6.0, E_p=0.0, V_sp=2.0, V_ss=-0.3 eV
Electron model: V_pp_sigma=0.4, V_pp_pi=-0.1 eV
Smallest model gap: 3.282 eV; block bound 2.742 eV
Excess electrons: intact 0, O removed 24
Apparent percent at cutoffs 2.4 and 2.8 angstrom:
  reference: 5.44, 3.70
  300 K motion: 7.07, 3.59
  5% smaller volume: 4.40, 3.01
  Sn charge 2.0 e: 5.44, 3.70
  instant quench: 5.67, 3.59
  sample standard deviation: 0.87, 0.53 points
\end{verbatim}
